Abelian gradient flow: the flowed action density as a running coupling

**Question**

I am working on an exercise about the gradient flow in QED. The flow is

∂ₜB_μ = ∂_ν G_νμ,  G_νμ = ∂_ν B_μ − ∂_μ B_ν,  B_μ(t=0) = A_μ,

and the flowed action density is E = ¼ G_μν G_μν. I am asked to show that t²⟨E⟩ = 3e²/(128π²) at leading order, and that fermion loops turn e into a renormalized coupling at the scale 1/√(8t).

With the usual Maxwell action I get the number 3/(128π²) but no e². I also don't see where the fermions enter, since the flow equation doesn't contain them, or what singles out 1/√(8t) rather than, say, 1/√t. Is the second statement an equality?

**Answer**

Your missing e² is a matter of field normalization. For an independently defined coupling such as MS-bar, the second statement is not an equality: the loops also leave a finite constant, which depends on the renormalization scheme. It becomes an equality only if the coupling is defined by the flow itself, as in section 6.

**Conventions.** Work in Euclidean space with the charge absorbed into the field:

S = (1/4e₀²) ∫F² + ∫ψ̄[γ·(∂ + iA) + m]ψ.

The γ matrices are Hermitian. With the canonical field A/e₀, the density is E/e₀², so the factor e₀² drops out of the result, which is what you found. I keep D dimensions where loops need them and set D = 4 elsewhere.

**1. Solving the flow**

In momentum space the flow equation reads

∂ₜB_μ = −p²B_μ + p_μ(p·B).

The part of B along p doesn't change, because the two terms cancel. The transverse part obeys ∂ₜB = −p²B, so

B_T(t,p) = e^{−tp²} A_T(p).

In position space this factor is convolution with the heat kernel e^{−z²/4t}/(4πt)². Each coordinate has variance 2t, so in four dimensions ⟨z²⟩ = 8t. The smearing radius is therefore √(8t), and its inverse is a natural momentum scale. This motivates the scale but doesn't fix the factor in front of it.

**2. The leading order**

Since G_μν(p) = i(p_μB_ν − p_νB_μ),

¼|G|² = ½[p²|B|² − |p·B|²] = ½p²|B_T|².

The longitudinal part has dropped out, and gauge fixing with it. The quadratic action is (1/2e²) A_μ(p²δ_μν − p_μp_ν)A_ν, so the transverse propagator is

e²(δ_μν − p_μp_ν/p²)/p².

Its trace is (D−1)e²/p². Both fields carry a factor e^{−tp²}, hence

⟨E⟩ = ½(D−1) e² ∫dᴰp/(2π)ᴰ e^{−2tp²}.

Each momentum component contributes

∫dp/(2π) e^{−2tp²} = (1/2π)√(π/2t) = 1/√(8πt).

In D = 4 the fourth power is 1/(64π²t²), and therefore

t²⟨E⟩ = (3/2) e²/(64π²) = 3e²/(128π²).

The 3 counts the modes transverse to a four-dimensional momentum. A lattice test confirms the count directly from link variables, inverting the action on its nonzero modes only (which amounts to Landau gauge; ⟨E⟩ does not depend on that choice).

**3. Where the fermions enter**

They change the distribution of A at t = 0. Because the flow is linear and E is quadratic, ⟨E⟩ needs only the photon two-point function. Write its transverse part as e_eff²(p²)/p² times the projector. Then

⟨E⟩ = ½(D−1) ∫dᴰp/(2π)ᴰ e^{−2tp²} e_eff²(p²).  (A)

Integrating out one fermion gives det(γ·∂ + m + iγ·A). With S_F = (γ·∂ + m)⁻¹, the quadratic part of −Tr ln(1 + S_F iγ·A) is −½Tr(S_F γ·A S_F γ·A). This adds to the quadratic action the kernel

K_μν(p) = −∫dᴰk/(2π)ᴰ tr[γ_μ S_F(k) γ_ν S_F(k+p)],

S_F(k) = (−iγ·k + m)/(k² + m²).

Gauge invariance requires K_μν = (p²δ_μν − p_μp_ν)Π(p²), so K_μμ = (D−1)p²Π. At one loop the two quadratic terms add:

1/e_eff²(p²) = 1/e₀² + Π(p²).

To find Π, use γ_μγ_αγ_μ = (2−D)γ_α and tr 1 = 4. The traced numerator is

4[(D−2) k·(k+p) + Dm²].

Combine the denominators with a Feynman parameter z and set k = l − zp. The denominator becomes (l²+Δ)², with Δ = m² + z(1−z)p². Terms odd in l vanish, so k·(k+p) → l² − z(1−z)p². With D = 4−2ε, the required integrals are

I = ∫dᴰl/(2π)ᴰ 1/(l²+Δ)² = Γ(ε)Δ^{−ε}/(4π)^{D/2},

(D−2) ∫dᴰl/(2π)ᴰ l²/(l²+Δ)² = −DΔ I.

The numerator integral, without its factor 4, is then

I[−DΔ − (D−2)z(1−z)p² + Dm²] = −2(D−1)z(1−z)p² I.

Including the factor −4 and dividing by (D−1)p² gives

Π(p²) = [8Γ(ε)/(4π)^{D/2}] ∫₀¹dz z(1−z)Δ^{−ε}.

A direct loop integration without Feynman parameters tests this result at p = 3m: in D = 3 for Π(p²) itself, and in D = 4 for the finite difference Π(0) − Π(p²). In both cases K_μν(0) is first subtracted from the integrand: gauge invariance requires it to vanish, but the integral taken literally in D = 3 or 4 diverges. In D = 3 this is enough. In D = 4 the whole Taylor term of order p² is subtracted as well; without it a logarithmic divergence and, with a momentum cutoff, a finite non-transverse piece would remain.

**4. Massless fermions: renormalization and the constant**

For N_f massless flavours of unit charge, define the MS-bar coupling at one loop by

1/e₀² = (μ²e^γ/4π)^{−ε} [1/e²(μ) − N_f/(12π²ε)],

where γ without an index is Euler's constant. Multiply Π by (μ²e^γ/4π)^ε and use Γ(ε)e^{γε} = 1/ε + O(ε):

(μ²e^γ/4π)^ε Π = (1/2π²){1/(6ε) − ∫₀¹dz z(1−z)[ln(p²/μ²) + ln z(1−z)]} + O(ε).

The remaining integral follows from ∫z ln z = −1/4 and ∫z² ln z = −1/9. By the symmetry z ↔ 1−z,

∫₀¹dz z(1−z) ln[z(1−z)] = 2(−1/4 + 1/9) = −5/18.

The poles cancel in 1/e₀² + N_fΠ, leaving

1/e_eff²(p²) = 1/e²(μ) − (N_f/12π²)[ln(p²/μ²) − 5/3].

Expanding the inverse,

e_eff²(p²) = e²(μ){1 + (N_f e²(μ)/12π²)[ln(p²/μ²) − 5/3] + O(e⁴)}.

This combination is finite before the flow integral is taken, and the Gaussian makes that integral converge. We may therefore set D = 4 in (A): no extra finite term arises from (D−1) multiplying a pole. A separate calculation at small ε tests this.

Now put x = 2tp². Since p³dp = x dx/(8t²), equation (A) becomes

t²⟨E⟩ = (3/128π²) ∫₀^∞ dx x e^{−x} e_eff²(x/2t).  (B)

The weight has unit integral, and ∫x e^{−x} ln x dx = Γ′(2) = 1−γ. Also,

ln(p²/μ²) = ln x + 2 ln 2 − ln(8tμ²).

Therefore

t²⟨E⟩ = [3e²(μ)/(128π²)] {1 + (N_f e²(μ)/12π²)[c − ln(8tμ²)] + O(e⁴)},

c = 1 − γ + 2 ln 2 − 5/3 = 2 ln 2 − γ − 2/3 ≈ 0.142.

Choosing μ = 1/√(8t) removes the logarithm:

t²⟨E⟩ = [3e²(1/√(8t))/(128π²)] [1 + 0.142 N_f e²/(12π²) + O(e⁴)].

This is the corrected form of the second statement. At this order, μ = 1.074/√(8t) would absorb c as well. If the coupling were instead defined as e_eff²(p²=μ²), the constant would be c + 5/3 ≈ 1.81. The scale 1/√(8t) is thus natural, and works especially well in MS-bar, but it is not unique.

The arbitrary μ cancels to the order calculated. Since e_eff²(p²) is fixed by e₀ and p, it cannot depend on μ. Differentiating the expression for 1/e_eff² with respect to ln μ² at fixed p gives

d(1/e²)/d ln μ² = −N_f/(12π²),

so e²(μ) grows by N_f e⁴/(12π²) per unit of ln μ², which cancels the explicit −ln(8tμ²). What is left in t²⟨E⟩ is of order e⁶.

**5. A massive fermion**

With one massive fermion, define the on-shell charge by 1/e² = 1/e₀² + Π(0). Then 1/e_eff² = 1/e² − P, where

P(p²) = Π(0) − Π(p²) = (1/2π²) ∫₀¹dz z(1−z) ln[1 + z(1−z)p²/m²].

Let μ_t = 1/√(8t), and let ⟨P⟩ be the average with weight x e^{−x}. There are two limits.

- **Large smearing radius, μ_t ≪ m.** Expanding the logarithm and using ∫z²(1−z)² = 1/30 gives P ≈ p²/(60π²m²). Since ⟨x⟩ = 2, ⟨p²⟩ = 1/t = 8μ_t². Hence 12π²⟨P⟩ ≈ (8/5)μ_t²/m². The fermion decouples and the flow measures the on-shell charge.
- **Small smearing radius, μ_t ≫ m.** Now 12π²P ≈ ln(p²/m²) − 5/3, so 12π²⟨P⟩ ≈ ln(μ_t²/m²) + c. The coupling runs as in the massless theory.

**6. Numbers for electron-only QED**

Take the electron as the sole charged particle. Then e² = 4πα = 0.091701, and the leading result with the on-shell charge is

t²⟨E⟩ = 0.00237472 × 0.091701 = 2.1776×10⁻⁴.

Inserting the one-loop e_eff² into (B) defines a flow coupling α_flow = (128π²/3) t²⟨E⟩/(4π). The slope below is the derivative of 12π²⟨P⟩ with respect to ln μ_t²; it is 1 for one fully active flavour.

μ_t/m | slope | 1/α_flow
0.01 | 0.0002 | 137.036
0.1 | 0.016 | 137.034
1 | 0.54 | 136.945
10 | 0.986 | 136.531
100 | 1.000 | 136.044
1000 | 1.000 | 135.555

The running switches on around μ_t = m, where the slope is about half its final value.

At μ_t = 1000m = 511 MeV, the smearing radius is 0.386 fm. Matching the large-momentum form of P to the massless formula gives 1/e²(μ) = 1/e² − ln(μ²/m²)/(12π²). Multiplying by 4π,

1/α(μ_t) = 137.036 − ln(10⁶)/(3π) = 137.036 − 1.466 = 135.570.

The flow coupling is larger than this MS-bar coupling by a relative 1.12×10⁻⁴. Including c gives 1/α = 135.555 and reduces the gap to 4.1×10⁻⁷.

That remainder has a definite origin. Write e_eff² = e²(μ_t)/(1−aℓ), with a = e²(μ_t)/(12π²) ≈ 7.83×10⁻⁴ and ℓ = ln(p²/μ_t²) − 5/3. The next term is a²⟨ℓ²⟩. The mean of ℓ is c, and its variance is that of ln x, namely π²/6 − 1 = 0.645. So a²⟨ℓ²⟩ = a²(0.020 + 0.645) ≈ 4.1×10⁻⁷.

These small gaps compare one-loop expressions with each other; they are not the accuracy of the physics. Two-loop vacuum polarization is omitted; it would lower 1/α_flow by about 0.002 at μ_t = 10m and about 0.004 at 1000m, so the third decimal is not physical there. Muons, other charged particles and hadrons are omitted too; the muon alone would lower 1/α_flow by about 0.03 at 100m and 0.36 at 1000m. The table is therefore not a prediction of the measured running coupling.

**7. Where the formula stops working**

The one-loop e_eff² diverges when e²P = 1, that is, at ln(p²/m²) = 12π²/e² + 5/3. For electron-only QED this is p ≈ 10²⁸¹ m. Integral (B) formally extends to infinite momentum and would meet this Landau pole, so the resummed integral was cut at x = 60. The weight discarded there is 61e^{−60}, and the pole lies far beyond the cut for every t in the table. In the expanded formula of section 4 the integral meets no such pole (it reappears only in the running of e²(μ) itself, at a similarly enormous μ), but the formula needs N_f e²/(12π²) small and μ not far from 1/√(8t), so that N_f e² ln(8tμ²)/(12π²) stays small too.

On a lattice, t must also be large compared with a_L², where a_L is the spacing. If the action, the flow and the density are all built from plaquettes, p² is replaced by 2−2cos p ≈ p² − p⁴/12 in each direction (with a_L = 1), which multiplies the Gaussian by 1 + tp⁴/6. Since ⟨p⁴⟩ = 3/(16t²) for one component, each direction gains 1/(32t), and four give 1 + 1/(8t). At t = 16 this is 1.0078; the lattice sum gives 1.0079. Another discretization of the density changes the coefficient of 1/t: the clover average, with the same action and flow, turns +1/8 into about −0.042. The remaining checks are in the numerical output.

Numbers as computed

```
3/(128 pi^2) (dimensionless): 0.00237472
same from radial quadrature: 0.00237472
heat kernel <r^2>/t (dimensionless): 8.000000
4^4 lattice, t=0.3 a^2, <E>/e^2 from links (a^-4): 0.04228974
same from three modes per momentum (a^-4): 0.04228974
400^4 lattice / continuum at t=1 a^2: 1.159784
400^4 lattice / continuum at t=4 a^2: 1.032824
400^4 lattice / continuum at t=16 a^2: 1.007899
P at p=3m, D=4, direct loop: 0.00854004
P at p=3m, D=4, formula: 0.00854004
Pi at p=3m, D=3, direct loop (1/m): 0.03216689
Pi at p=3m, D=3, formula (1/m): 0.03216689
constant c: 0.142412
dim. reg. bracket, t=0.4, mu=1.3: -1.545473
c - ln(8 t mu^2), same t and mu: -1.545467
scale absorbing c, mu*sqrt(8t): 1.07380
mu-spread ratio, e^2=0.1 over e^2=0.05: 8.0100
inverse fine-structure constant: 137.035999
e^2: 0.09170124
e^2/(12 pi^2): 7.742732e-04
3 e^2/(128 pi^2), on-shell e: 2.17764325e-04
columns: mu_t/m, 12pi^2<P>, slope per ln mu_t^2, t^2<E>, 1/alpha_flow
    0.01     0.000160   0.000160 2.17764352e-04 137.035982
    0.10     0.015799   0.015606 2.17766989e-04 137.034323
    1.00     0.857582   0.536646 2.17909037e-04 136.944994
   10.00     4.761889   0.986163 2.18570275e-04 136.530696
  100.00     9.352902   0.999850 2.19352898e-04 136.043572
 1000.00    13.957924   0.999998 2.20143556e-04 135.554964
electron mass (MeV): 0.510999
mu_t = 1000 m (MeV): 510.999
sqrt(8t) at mu_t = 1000 m (fm): 0.386159
1/alpha MS-bar at 1000 m: 135.570128
1/alpha MS-bar with c correction: 135.555019
relative gap flow vs MS-bar, no c: 1.1187e-04
relative gap flow vs MS-bar, with c: 4.0853e-07
log10(Landau momentum / m): 280.81
```
